# Why a Symmetric Ferroelectric Tunnel Junction Shows No Linear Electroresistance

**Question.** A ferroelectric film a few nanometres thick separates two identical metal electrodes. Without polarization the structure is mirror-symmetric about its midplane. Polarization tilts the tunnel barrier strongly, and switching reverses the tilt. Why does a small read voltage nevertheless find the same conductance in both states, and what must change before the states can be told apart?

## The two states are mirror images

Let \(z\) run from the left electrode to the right one, with the barrier at \(-d/2<z<d/2\). Polarization \(P>0\) points right. Reflection \(z\to-z\) exchanges left and right and reverses a vector along \(z\), so it takes a profile \(P(z)\) into \(-P(-z)\). For uniform polarization this is the switched state, provided that both states have the same magnitude \(|P|\). The rest of the structure is unchanged by reflection, by assumption. I also assume that no magnetic field or magnetic order breaks the reflection.

The electrostatics shows this explicitly. Let \(U\) be the electron potential energy. A bias \(V\) raises the left electrode by \(eV/2\) and lowers the right one by \(eV/2\). The current density \(J\) is counted positive when electrons flow from left to right.

The electrodes are described by linear Thomas–Fermi screening: the induced charge density is proportional to the local potential measured from its bulk value, so both decay as \(e^{-x/\lambda}\) with distance \(x\) from the barrier. Let the left electrode carry screening charge \(+\sigma\) per area and the right one \(-\sigma\). At the left face the field in the metal is \(\sigma/(\epsilon_e\epsilon_0)\), directed right. Integrating its exponential decay gives a face potential \(-\sigma\lambda/(\epsilon_e\epsilon_0)\) relative to the bulk. An electron has charge \(-e\), so its energy there rises by

\[
u_L=\frac{e\sigma s_L}{\epsilon_0},\qquad s=\frac{\lambda}{\epsilon_e},
\]

and at the right face it changes by \(u_R=-e\sigma s_R/\epsilon_0\).

Inside the barrier the displacement is \(\sigma=\epsilon_b\epsilon_0F+P\), where \(\epsilon_b\) is the background permittivity and \(F\) the field. Hence \(F=(\sigma-P)/(\epsilon_b\epsilon_0)\). Let \(w\) be the electron energy at the left face minus that at the right face. It can be written in two ways, from the barrier field and from the electrodes:

\[
w=-eFd=\frac{e(P-\sigma)d}{\epsilon_b\epsilon_0}
=eV+\frac{e\sigma(s_L+s_R)}{\epsilon_0}.
\]

Multiplying by \(\epsilon_0/e\) and collecting \(\sigma\) gives

\[
\sigma=\frac{Pd/\epsilon_b-\epsilon_0V}{s_L+s_R+d/\epsilon_b}.
\]

Changing the signs of both \(P\) and \(V\) changes the sign of \(\sigma\). If \(s_L=s_R\), the energies of the two faces are then exchanged, and if \(\lambda_L=\lambda_R\) as well, so are the bent bands in the electrodes:

\[
U(z;-P,-V)=U(-z;P,V).
\]

At \(V=0\), switching the polarization therefore reflects the whole potential.

## A reflected barrier transmits equally

An electron approaching from the left meets the high side of the barrier first in one state and the low side first in the other. To see why its transmission is the same, take one channel at energy \(E\), with a wave \(\psi_1\) incident from the left and a wave \(\psi_2\) incident from the right:

\[
\psi_1=\begin{cases}e^{ik_Lz}+re^{-ik_Lz}&\text{left}\\ te^{ik_Rz}&\text{right}\end{cases}
\qquad
\psi_2=\begin{cases}t'e^{-ik_Lz}&\text{left}\\ e^{-ik_Rz}+r'e^{ik_Rz}&\text{right}\end{cases}
\]

Both satisfy \(\psi''=(2m/\hbar^2)(U-E)\psi\). Consequently

\[
\frac{d}{dz}(\psi_1\psi_2'-\psi_2\psi_1')=\psi_1\psi_2''-\psi_2\psi_1''=0 .
\]

On the left, the terms containing \(r\) cancel and the bracket equals \(-2ik_Lt'\). On the right, those containing \(r'\) cancel and it equals \(-2ik_Rt\). So \(k_Lt'=k_Rt\). Transmission is a ratio of fluxes, which brings in the velocities:

\[
T=\frac{k_R}{k_L}|t|^2=\frac{k_R}{k_L}\frac{k_L^2}{k_R^2}|t'|^2
=\frac{k_L}{k_R}|t'|^2=T'.
\]

Transmission from the left equals transmission from the right at the same energy, for any barrier shape. Reflecting the barrier merely exchanges these two quantities. Therefore \(T(E,-P)=T(E,P)\) at zero bias.

Roughness may mix transverse channels. With flux-normalized amplitudes, the scattering matrix is

\[
S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}.
\]

Current conservation makes it unitary. The upper-left blocks of \(S^\dagger S=1\) and \(SS^\dagger=1\) read

\[
r^\dagger r+t^\dagger t=1,\qquad rr^\dagger+t't'^\dagger=1 .
\]

Since \(\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,rr^\dagger\), taking traces gives \(\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\,t't'^\dagger\). The equality concerns the sum over channels, not each incident channel.

A test on a lattice strip 10 sites long and 4 wide shows the difference. Its site energies were random but mirror-symmetric, with a linear ramp added to represent polarization. The total transmission was 1.86527312 for both ramp directions. Electrons arriving from the left in the lowest mode, however, were transmitted with probability 0.241 for one direction and 0.151 for the other. With random energies that lacked the mirror symmetry, even the totals differed: 1.531 and 1.015.

## From transmission to conductance

For the planar junction I take one effective mass \(m\) throughout and conserve the transverse wave vector. Then \(T\) depends on the energy \(E\) of motion along \(z\). The number of transverse states per area and energy is \(m/(2\pi\hbar^2)\) for each spin. Summing their Fermi occupations for an electrode with chemical potential \(\mu\) gives

\[
\frac{m}{2\pi\hbar^2}\int_0^\infty\frac{d\varepsilon}{1+e^{(E+\varepsilon-\mu)/k_BT_0}}
=\frac{mk_BT_0}{2\pi\hbar^2}\ln\!\left[1+e^{(\mu-E)/k_BT_0}\right],
\]

where \(T_0\) is the temperature. Motion along \(z\) supplies a flux \(dE/(2\pi\hbar)\) per transverse state, and spin supplies a factor 2. Subtracting the flow from the right yields

\[
J=\frac{em}{2\pi^2\hbar^3}\int T(E;V,P)\,N(E,V)\,dE,
\]
\[
N=k_BT_0\ln\frac{1+e^{(eV/2-E)/k_BT_0}}{1+e^{(-eV/2-E)/k_BT_0}} .
\]

The function \(N\) vanishes at \(V=0\), where its slope is \(ef(E)\), with \(f\) the Fermi function at zero chemical potential. The change of \(T\) with bias multiplies a vanishing \(N\), so it does not enter the linear conductance per area:

\[
G(P)=\left.\frac{\partial J}{\partial V}\right|_0
=\frac{e^2m}{2\pi^2\hbar^3}\int T(E;0,P)f(E)\,dE=G(-P).
\]

Temperature changes the weight \(f\), but equally for both states.

There is a wider argument that does not need coherent transmission. Reflecting the biased junction reverses \(P\), \(V\) and the current:

\[
J(V,-P)=-J(-V,P).
\]

Differentiate with respect to \(V\). The outer minus sign and the one from \(-V\) cancel, so the slope of the \(-P\) curve at \(V\) equals the slope of the \(+P\) curve at \(-V\). At \(V=0\) these are slopes at the same point. If the current is differentiable there, the conductances agree. Inelastic scattering does not alter this, provided that it too respects the reflection. Reciprocity adds the stronger statement that the transmissions agree energy by energy.

## What a finite read voltage reveals

The reflection relation permits a difference at finite bias. Write \(J(V,P)=GV+G_2V^2+G_3V^3+\cdots\). Then

\[
J(V,P)-J(V,-P)=J(V,P)+J(-V,P)=2G_2(P)V^2+\cdots,
\]

because the odd powers cancel. Relative to the mean current, the contrast begins as \(2G_2V/G\), linear in the read voltage.

In this model, whose thickness is fixed, its cause is the deformation of the barrier by the bias. The function \(N\) is odd in \(V\). If \(T\) were frozen at its zero-bias form, \(J\) would be odd too and the states would carry equal currents at every voltage. In a calculation with \(T\) frozen in this way, the relative difference at 0.20 V was below \(10^{-15}\).

An estimate of \(G_2\) follows from the semiclassical transmission through a slowly varying barrier. A wave enters at the left face with amplitude \(2k_L/(k_L+i\kappa_L)\), decays as \(\kappa^{-1/2}e^{-\int\kappa\,dz}\), and leaves with amplitude factor \(2\kappa_R/(\kappa_R-ik_R)\). Squaring and including the flux ratio \(k_R/k_L\) gives

\[
T\simeq\frac{16k_L\kappa_L\kappa_Rk_R}{(k_L^2+\kappa_L^2)(k_R^2+\kappa_R^2)}
\exp\!\left(-2\int\kappa\,dz\right).
\]

At the Fermi energy, a barrier of mean height \(\phi\) has \(U=\phi-wz/d\). With \(\kappa_0=\sqrt{2m\phi}/\hbar\), expand

\[
\kappa=\kappa_0\left(1-\frac{wz}{2\phi d}-\frac{w^2z^2}{8\phi^2d^2}+\cdots\right).
\]

The linear term averages to zero, and \(z^2/d^2\) averages to \(1/12\). The exponent becomes \(-2\kappa_0d\,[1-w^2/(96\phi^2)]\). The prefactor contains \(\kappa_L\kappa_R\propto\sqrt{\phi^2-w^2/4}\), whose logarithm changes by \(-w^2/(8\phi^2)\). Together,

\[
\ln T\simeq\text{const}+Aw^2,\qquad
A=\frac{1}{\phi^2}\left(\frac{\kappa_0d}{48}-\frac18\right).
\]

This even dependence is the theorem seen at leading order: reversing \(w\) changes nothing. Bias adds to the tilt of one state and subtracts from that of the other. From the expression for \(\sigma\), \(w=w_0+\eta eV\), where

\[
\eta=\frac{d/\epsilon_b}{s_L+s_R+d/\epsilon_b}
\]

is the fraction of the bias that falls across the barrier. Since \(N\) has no \(V^2\) term, the part of \(\ln T\) linear in \(V\) supplies

\[
\frac{G_2}{G}\simeq2Aw_0\eta e .
\]

The estimate neglects the variation of the weight with energy and the remaining electrode factors. It requires \(w\ll\phi\) and \(\kappa_0d\gg1\).

## Numbers for a 3 nm barrier

Take \(d=3.0\) nm, \(\phi=1.0\) eV, \(P=15\ \mu\mathrm{C/cm^2}\), \(\epsilon_b=60\), the free-electron mass and 300 K. Each electrode has Fermi energy 3.0 eV, \(\epsilon_e=4\) and \(\lambda=0.14\) nm; the Thomas–Fermi formula gives 0.137 nm for such a metal. Then \(s=0.035\) nm and \(d/\epsilon_b=0.050\) nm, so at zero bias

\[
\sigma=15\times\frac{0.050}{0.035+0.035+0.050}=6.25\ \mu\mathrm{C/cm^2}.
\]

The face shift is

\[
\frac{\sigma s}{\epsilon_0}=\frac{0.0625\times0.035\times10^{-9}}{8.854\times10^{-12}}\ \mathrm V=0.247\ \mathrm V.
\]

For \(+P\) the barrier falls from 1.247 eV at the left to 0.753 eV at the right, so \(w_0=0.494\) eV. For \(-P\) it rises by the same amount.

Direct integration of the wave equation gives \(T=1.402\times10^{-13}\) at the Fermi energy for both states, with a relative difference of \(6\times10^{-11}\) left by the integration. The integrated zero-bias conductance is \(2.04\times10^{-4}\ \mathrm{S/cm^2}\) in both, or a resistance–area product of \(4.9\times10^3\ \Omega\,\mathrm{cm^2}\). A tilt of half the mean barrier height leaves no trace in the comparison.

At a read voltage of 0.10 V the current densities are \(2.246\times10^{-5}\) and \(2.211\times10^{-5}\ \mathrm{A/cm^2}\) for \(+P\) and \(-P\). They differ by 1.6 % of their mean. The contrast is 0.31 % at 0.02 V and 3.4 % at 0.20 V. Doubling the bias from 5 to 10 mV multiplies the absolute current difference by 4.003, as a quadratic onset requires.

For the estimate, \(\kappa_0d=15.37\), \(A=15.37/48-1/8=0.195\ \mathrm{eV^{-2}}\) and \(\eta=0.050/0.120=0.417\). Thus

\[
\frac{G_2}{G}\simeq2\times0.195\times0.494\times0.417=0.080\ \mathrm{V^{-1}},
\]

beside the computed \(0.079\ \mathrm{V^{-1}}\). Such close agreement is partly fortuitous, given what the estimate neglects. Its positive sign has a simple meaning: for \(+P\), positive bias raises the face that is already high. This increases the tilt, and with \(A>0\) a larger tilt transmits more.

## What restores a linear signal

**Unequal electrodes.** If \(s_L\ne s_R\), the face shifts no longer cancel in the mean. The average barrier moves by

\[
\delta=\frac{u_L+u_R}{2}=\frac{e\sigma(s_L-s_R)}{2\epsilon_0},
\]

which changes sign with \(P\). A shift of the mean enters the exponent at first order, whereas a tilt enters at second order. For \(|\delta|\ll\phi\), the exponent changes by \(-\kappa_0d\,\delta/\phi\), hence

\[
\ln\frac{G(P)}{G(-P)}\simeq-\frac{2\kappa_0d\,\delta}{\phi}.
\]

Raise the right screening length to 0.20 nm and hold everything else fixed. Then \(s_R=0.050\) nm, \(\sigma=15\times0.050/0.135=5.56\ \mu\mathrm{C/cm^2}\), and \(\delta=-0.047\) eV for \(+P\). The estimate gives \(\exp(2\times15.4\times0.047)\approx4.3\). The full calculation gives a zero-bias ratio of 3.95. What sets the shift is \(s=\lambda/\epsilon_e\), and in Thomas–Fermi theory \(\lambda\) cannot change alone. Reaching 0.20 nm by lowering the right Fermi energy to 0.66 eV gives a ratio of 6.8, with band bending of about half the Fermi energy, beyond linear screening. Reaching it by raising \(\epsilon_e\) to 8.5 lowers \(s_R\) and reverses the effect, giving 0.26.

To test the cause, the unequal junction was replaced by symmetric ones with the mean of the two screening lengths, their barrier heights shifted by \(+\delta\) or \(-\delta\). Their conductance ratio was 4.01. The mean shift thus accounts for nearly the whole effect in this example.

**A one-sided layer.** Identical electrodes are not sufficient by themselves. Add a fixed 0.5 eV to the barrier in the last 0.6 nm on the right, leaving the electrostatics unchanged. The polarization still does not shift the mean barrier, yet \(G(+P)/G(-P)=0.87\).

The reason is that \(\kappa\propto\sqrt U\) responds less to a given shift where \(U\) is already high. The layer is centred at \(z=0.4d\), so \(+P\) lowers it on average by \(0.4\times0.494=0.198\) eV. It raises the other 2.4 nm by 0.049 eV on average. Inserting these mean heights in the exponent, with \(\kappa_0=5.12\ \mathrm{nm^{-1}}\), gives

\[
\begin{aligned}
\ln\frac{G(P)}{G(-P)}\approx{}&-2(5.12)(0.6)\left(\sqrt{1.302}-\sqrt{1.698}\right)\\
&-2(5.12)(2.4)\left(\sqrt{1.049}-\sqrt{0.951}\right)\approx-0.2 .
\end{aligned}
\]

This corresponds to a ratio of about 0.8. It has the right direction and roughly the right size; the prefactor is left out.

**Unequal remanent states.** If the reversed polarization has only 95 % of the original magnitude, the tilts differ in size. The formula for \(A\) predicts a logarithmic change of \(0.195\times0.494^2\times(1-0.95^2)\approx0.005\). The computed conductances differ by 0.4 %. This is small because the mean barrier height is the same in both states and the tilt enters only at second order, but it is a linear-response signal. In a real film the thickness also depends on \(|P|\) through electrostriction. With rough coefficients of 0.07–0.10 \(\mathrm{m^4/C^2}\) this works against the tilt effect and brings the difference to between about +0.3 % and −0.3 %, so neither its size nor its sign is fixed by this model.

## How far this carries over to a device

The thickness, polarization and barrier height are in the rough range of tunnel junctions with perovskite ferroelectric films. The resistance is less representative: a pad of \(1\ \mu\mathrm{m^2}\) would have about \(5\times10^{11}\ \Omega\), which is high for a readable memory cell. It depends steeply on the chosen mass. Halving the barrier mass would raise the conductance about 8000 times through the exponent alone. Image-force lowering, with a rough optical permittivity of 5, is 0.067 eV at the midplane, where it is weakest. Lowering the whole barrier by that amount multiplies \(G\) by 2.7; the stronger lowering near the electrodes brings the factor to roughly 4 to 23, depending on how the image potential is cut off at the faces and where the image planes lie. Linear screening is also approximate, since the bands bend by 8 % of the Fermi energy. These corrections alter both states equally if they respect the mirror symmetry.

The thermal spread of the electron energies is already included, but phonon-assisted transport and hopping through defects are not. The spread raises \(G\) by a factor of about 1.3 over its zero-temperature value, while electrons above the highest point of the barrier contribute only \(4\times10^{-10}\) of the total.

The value \(\epsilon_b=60\) is well above a purely background permittivity; it stands in for part of the response of the polar mode, and the net polarization at zero bias is only 6.4 \(\mu\mathrm{C/cm^2}\). With \(\epsilon_b=8\) the tilt would be 1.0 eV, the field 3.3 MV/cm and the contrast at 0.10 V 6.6 %. For \(\epsilon_b=60\) the depolarizing field is 1.6 MV/cm. This is comparable with rough coercive fields of very thin films, so the assumed polarization may not be stable; the model holds it fixed. The field is also not far below rough breakdown fields of several MV/cm. A 0.10 V read changes it by 0.14 MV/cm. In a real film this change also alters the thickness through the converse piezoelectric effect, in opposite directions for the two states. For \(d_{33}=5\), 15 and 45 pm/V the contrast at 0.10 V rises from 1.6 % to 2.0, 2.9 and 5.5 %. This respects the mirror relation, so it adds to \(G_2\) and not to the linear conductance.

The assumption most exposed in real devices is the equivalence of the two interfaces. Different atomic terminations, a dead layer or a pinned dipole can break it even when both electrodes are nominally the same metal. The examples above give 13 % for a one-sided layer that stays polarized and a factor of four when \(s\) goes from 0.035 to 0.050 nm. A non-polar dead layer acts far more strongly, because its bound charge shifts the mean barrier: making the last 0.6 nm on the right non-polar gives \(G(+P)/G(-P)\approx8\) for a layer permittivity of 60 and about 25 for a permittivity of 20. A linear electroresistance in a nominally symmetric junction therefore points to a broken mirror relation between its two states, if the read voltage is small enough for the quadratic current to be negligible. The numerical output below lists the main compared cases.

## Calculated quantities

```
barrier thickness 3.0 nm, mean height 1.0 eV
polarization 15 uC/cm2, temperature 300 K
relative permittivity: barrier 60, electrode 4
electrode Fermi energy 3.0 eV, mass = electron mass
screening length used 0.14 nm
Thomas-Fermi length for these electrodes 0.137 nm
screening charge 6.25 uC/cm2
face shifts for +P: left +0.2471 eV, right -0.2471 eV
barrier faces for +P: 1.2471 eV and 0.7529 eV
depolarizing field in barrier 1.647 MV/cm
T at Fermi energy: +P 1.402172e-13, -P 1.402172e-13
relative difference of these T 6.0e-11
lattice total T: +P 1.86527312, -P 1.86527312
lattice lowest mode T: +P 0.241240, -P 0.150687
lattice without mirror: +P 1.531228, -P 1.014719
zero-bias G: +P 2.035560e-04, -P 2.035560e-04 S/cm2
relative difference of these G 1.1e-15
resistance-area product 4.913e+03 ohm cm2
V=0.02 V: J(+P) 4.09253e-06, J(-P) 4.07967e-06 A/cm2, diff/mean +0.315 %
V=0.05 V: J(+P) 1.04546e-05, J(-P) 1.03723e-05 A/cm2, diff/mean +0.790 %
V=0.10 V: J(+P) 2.24645e-05, J(-P) 2.21070e-05 A/cm2, diff/mean +1.604 %
V=0.20 V: J(+P) 5.86726e-05, J(-P) 5.67207e-05 A/cm2, diff/mean +3.383 %
growth of J difference when V doubles (5 to 10 mV) 4.0034
G2/G for +P +0.07867 1/V
frozen barrier, V=0.20 V: relative difference 8.9e-16
unequal electrodes: screening 0.14 and 0.20 nm
  mean barrier shift for +P -0.0471 eV
  G(+P) 4.1080e-04, G(-P) 1.0391e-04 S/cm2
  ratio G(+P)/G(-P) 3.954
  ratio from mean barrier shift alone 4.010
one-sided layer: 0.6 nm, extra 0.5 eV
  G(+P) 5.1584e-05, G(-P) 5.9617e-05 S/cm2
  ratio G(+P)/G(-P) 0.8653
image lowering at midplane (eps 5) 0.0665 eV
  G factor if whole barrier drops so 2.71
G factor for half barrier mass (exponent only) 8129.4
over-barrier share of G 3.92e-10
G at 300 K over G at zero temperature 1.285
G(+P)/G(-0.95 P), unequal polarizations 1.00423
band bending over Fermi energy 0.082
barrier field change at 0.10 V read 0.139 MV/cm
```
